# When a dative bond dissociates to neutral closed-shell fragments, part 1

(Sections cited here and not found follow in the second part.)

## The decision in the calculation

To calculate the energy of the bond between ammonia and alane in H$_3$N–AlH$_3$, one must choose what the adduct energy is compared with. The fragments may be NH$_3$ and AlH$_3$, both neutral with all electrons paired, or the radical ions NH$_3^+$ and AlH$_3^-$. At the level of theory used in the second half, the first choice gives a bond energy of 1.19 eV. The second gives 11.12 eV, because the separated ions lie 9.93 eV higher.

The choice also decides the form of the wave function. Two closed-shell fragments can be described by one determinant with doubly occupied orbitals. A singlet pair of radicals, one on each fragment, cannot. Whether a restricted calculation may be followed along the stretched bond therefore depends on the same question.

The usual picture of the adduct does not answer it. The structure formula puts a formal positive charge on nitrogen and a negative one on aluminium, because it divides the shared pair equally. That is a counting convention. The charges of the separated fragments follow from energies.

## Statement and conventions

Let D be the donor and A the acceptor, with $N_D$ and $N_A$ electrons when neutral. The distance $R$ between them is increased while the nuclei of D stay together and those of A stay together. Reactions that move a nucleus from one fragment to the other are outside the statement. The electrons are nonrelativistic, the nuclei are treated in the Born–Oppenheimer approximation, and the pair is in the gas phase.

Write $E_D(n)$ and $E_A(n)$ for the lowest energies of the isolated fragments with $n$ electrons. "Lowest" includes the possibility that an electron leaves and carries no energy. Define

$$I=E_D(N_D-1)-E_D(N_D),\qquad A_e=E_A(N_A)-E_A(N_A+1).$$

The ionisation energy $I$ is the cost of taking an electron from the donor. The electron affinity $A_e$ is the energy gained by giving one to the acceptor. With this definition $A_e$ cannot be negative: if the anion is unbound, the extra electron goes away and $A_e=0$.

The claim has two parts.

1. If $I>A_e$, the neutral pair lies below the pair D$^+$ + A$^-$. If $I<A_e$, the order is reversed.
2. The ground state of the stretched adduct ends as two neutral closed-shell fragments if, in addition, no other transfer of electrons is favourable and each neutral fragment has a closed-shell singlet ground state.

The inequality thus settles the charges for a single transferred electron. It says nothing about spin, and the second part needs its own conditions.

## The energy of each channel

Suppose that $q$ electrons have moved from D to A. The fragments then hold $n_D=N_D-q$ and $n_A=N_A+q$ electrons. A negative $q$ means transfer in the other direction.

In atomic units, the interaction between the fragments has four parts: repulsion between the nuclei, attraction of the D electrons to the A nuclei, attraction of the A electrons to the D nuclei, and repulsion between the two groups of electrons. When $R$ is much larger than the fragments, each distance in these terms can be replaced by $R$ to leading order. Let $Z_D$ and $Z_A$ be the total nuclear charges. The interaction becomes

$$V_{DA}\simeq\frac{Z_DZ_A-n_DZ_A-n_AZ_D+n_Dn_A}{R}
=\frac{(Z_D-n_D)(Z_A-n_A)}{R}.$$

A neutral fragment has $Z_D=N_D$ and $Z_A=N_A$, so the first bracket is $q$ and the second is $-q$:

$$V_{DA}\simeq-\frac{q^2}{R}.$$

This vanishes as $R\to\infty$. An antisymmetrised product of the two fragment ground states then has the energy

$$E_q=E_D(N_D-q)+E_A(N_A+q).$$

Antisymmetrisation between the groups does not change this limit, since exchange terms contain products of orbitals on different fragments and those products vanish with the overlap.

By the variational principle, the ground-state energy $E(R)$ of the whole system cannot exceed the energy of any such product. In the limit it is therefore no higher than the smallest $E_q$.

## Why no other limit lies lower

The product states give an upper bound. A lower bound is also needed, because the true state might distribute the electrons in some way that no single product describes, for instance with a fractional mean charge on each fragment.

Put D near $z=0$ and A near $z=R$. For each electron introduce the two functions $\cos\theta(z)$ and $\sin\theta(z)$. Let $\theta=0$ for $z<R/4$ and $\theta=\pi/2$ for $z>3R/4$, with a linear rise in between. The cosine marks the electron as being on the donor side and the sine as being on the acceptor side. The squares add to one.

For $N$ electrons, form all products $J_k$ that contain one of these two functions for each electron. There are $2^N$ products and $\sum_kJ_k^2=1$. Each piece $J_k\psi$ of the wave function has a definite assignment of electrons to sides.

The energy must now be written in terms of the pieces. For any function $J$ of the coordinates,

$$J^2H+HJ^2-2JHJ=[J,[J,H]].$$

The potential commutes with $J$, so only the kinetic operator $T=-\tfrac12\nabla^2$ contributes. Here

$$[J,T]=\tfrac12(\nabla^2J)+\nabla J\cdot\nabla,\qquad
[J,[J,T]]=-|\nabla J|^2 .$$

The second result follows because $J$ commutes with $\nabla^2J$, while $[J,\nabla J\cdot\nabla]=-|\nabla J|^2$. Summing the identity over $k$ and using $\sum_kJ_k^2=1$ gives

$$H=\sum_kJ_kHJ_k-\tfrac12\sum_k|\nabla J_k|^2 .$$

The last term is the price of cutting the wave function into pieces. The angle rises by $\pi/2$ over a length $R/2$, so its slope is $\pi/R$. For one electron the squared slopes of cosine and sine add to $(\pi/R)^2$. For $N$ electrons the price is at most $N\pi^2/(2R^2)$, which vanishes in the limit.

Consider next the energy of one piece. An electron marked as being on the donor side is at least about $R/4$ from the acceptor nuclei, so its attraction to them is no stronger than about $4Z_A/R$. The same holds with D and A exchanged. The repulsions between the fragments are positive and can be dropped from a lower bound. What remains is the energy of $n_D$ electrons with the donor nuclei and $n_A$ electrons with the acceptor nuclei, and this is at least $E_q$ for the corresponding $q$.

Let $w_q$ be the total weight of the pieces with $q$ transferred electrons, so that $\sum_qw_q=1$. Then, with a constant $C$ independent of $R$,

$$E(R)\ \ge\ \sum_qw_qE_q-\frac{C}{R}.$$

The sum is an average of channel energies and cannot be smaller than the lowest of them. Together with the upper bound, this shows that $E(R)$ tends to the smallest $E_q$.

The same inequality determines the charge. Suppose that $E_0$ is the lowest channel and is separated from the others by a finite energy. Since $E(R)$ is at most $E_0$ plus a vanishing amount,

$$\sum_{q\ne0}w_q(E_q-E_0)\to0 .$$

Every term is non-negative, so every weight with $q\neq0$ goes to zero. The stretched adduct may carry a fractional charge at a finite distance, but that charge disappears as the fragments separate.

The argument was made for fixed internal geometries. Each $E_q$ may then be minimised over the geometry of each fragment. This makes $I$ and $A_e$ adiabatic quantities: every ion has its own relaxed structure. If the fragments are held rigid instead, vertical quantities at those structures take their place.

## One transferred electron

Subtract the neutral energy from that of the channel with $q=1$:

$$\begin{aligned}
E_1-E_0&=[E_D(N_D-1)-E_D(N_D)]\\
&\quad+[E_A(N_A+1)-E_A(N_A)].
\end{aligned}$$

The first bracket is $I$. The second is the final energy of the acceptor minus its initial energy, which is the negative of the affinity. Therefore

$$E_1-E_0=I-A_e .$$

For $I>A_e$ the transfer costs energy and the neutral pair is lower. For $I<A_e$ the ion pair is lower even at infinite separation, where there is no Coulomb attraction between the ions to help it. For $I=A_e$ the two channels are degenerate in the limit, and the energy alone does not fix the charge.

The strength of the dative bond does not appear. A strong bond and a weak one have the same limit if their fragments are the same. The bond energy measures how far the adduct lies below that limit.

## More than one electron, and the reverse direction

Let $I_k$ be the $k$-th ionisation energy of D and $A_k$ the $k$-th electron affinity of A, with $I_1=I$ and $A_1=A_e$. Moving the electrons one at a time gives

$$E_q-E_0=\sum_{k=1}^{q}(I_k-A_k),\qquad q>0 .$$

All intermediate energies cancel in the sum. Now assume that successive ionisation energies do not fall and that successive affinities do not rise. This is the convexity of the fragment energy as a function of electron number. It is an assumption about the fragments and can be checked for a given pair. With it, each term is at least as large as the first, so

$$E_q-E_0\ \ge\ q\,(I-A_e)>0 .$$

A multiple transfer therefore cannot be favourable when a single one is not.

The reverse transfer makes D$^-$ and A$^+$. Exchanging the roles of the fragments gives its cost as $I(\mathrm A)-A_e(\mathrm D)$, and this too must be positive. The labels "donor" and "acceptor" suggest that it is, but they do not prove it. Convexity again takes care of multiple transfers in this direction.

## Where the closed shells come from

Assume now that the neutral channel is lowest. Each fragment takes its own ground state. If both ground states are nondegenerate singlets, there is one lowest state of the separated pair, and it is a singlet. If each is moreover well described by doubly occupied orbitals, the limit is closed-shell in the usual sense.

An even electron number is necessary for this but not sufficient, because a fragment with an even number of electrons may have a triplet ground state. The singlet–triplet order must be known for both fragments.

The ion pair is different. Removing one electron from a closed-shell donor leaves a doublet, and adding one to a closed-shell acceptor gives another. The two unpaired spins combine to a singlet or a triplet. Let $a$ and $b$ be the two singly occupied orbitals, taken as real and normalised, with overlap $S$. The spatial functions $a(1)b(2)\pm b(1)a(2)$ have energies

$$E_\pm=\frac{H_{11}\pm H_{12}}{1\pm S^2},$$

where $H_{11}=\langle ab|H|ab\rangle$ and $H_{12}=\langle ab|H|ba\rangle$. The upper sign is the singlet. Their difference is

$$E_+-E_-=\frac{2(H_{12}-S^2H_{11})}{1-S^4}.$$

Every contribution to $H_{12}$ contains the product of $a$ and $b$ at the same point, or an integral between them, and so vanishes with the overlap. Singlet and triplet thus become degenerate. This degeneracy is a sign of an open-shell limit, and it will serve as one below.

## The same inequality in a covalent bond

Breaking the C–C bond of ethane gives two methyl groups. The pair CH$_3^+$ + CH$_3^-$, at the geometry of the neutral radical, is calculated to lie 9.85 eV above two neutral methyls. At this level and geometry the affinity of methyl comes out negative. With the affinity set to zero, as the convention requires, the cost is about 0.2 eV lower. The inequality is satisfied about as well as in H$_3$N–AlH$_3$, and the fragments are again neutral.

They are not closed-shell. A neutral methyl has nine electrons, and an odd number cannot all be paired. The closed-shell fragments here are the ions, with eight and ten electrons, and they form the higher channel.

The contrast shows what is special about the dative bond. Both of its electrons belong to the donor when the fragments are neutral, so neutrality and pairing are compatible. In the covalent bond each neutral fragment owns one electron of the pair, and the two properties exclude each other. The energy condition selects neutral fragments in both cases; the electron count decides whether they are radicals.

# Second half: finite distance and a worked adduct

## Results carried over

The donor D has ionisation energy $I$ and the acceptor A has electron affinity $A_e$, set to zero if the anion is unbound. The energy for transferring $q$ electrons at infinite separation is $E_q-E_0$, and for one electron

$$E_1-E_0=I-A_e .$$

The ground state tends to the lowest channel. If that channel is neutral and separated from the others by a finite energy, the transferred charge tends to zero. Closed shells require singlet ground states of both neutral fragments. At large distance $R$, a pair of ions with charges $+1$ and $-1$ has the interaction energy $-1/R$ in atomic units.

## The ion pair at finite distance

The neutral pair has no charge–charge interaction. To leading order its energy stays at $E_0$. If the isolated anion is unbound, the attraction of the nearby cation may still hold an electron on the acceptor at finite distance, but the energy of such a pair does not follow from $A_e=0$. For a bound anion, the energy of the ion pair relative to $E_0$ is

$$\Delta(R)=I-A_e-\frac1R .$$

For $I>A_e$ this is positive at large $R$ and changes sign at

$$R_c=\frac{1}{I-A_e}.$$

Inside $R_c$ the ion pair is lower, and outside it the neutral pair is. An adduct that is ionic at its bond length may thus still have neutral fragments as its limit. The formula treats the ions as point charges, so it can be trusted where $R_c$ is well beyond the size of the fragments.

Near $R_c$ the two configurations mix. Take them as orthogonal, with energies $0$ and $\Delta$ and coupling $t$. The two-state Hamiltonian has the lower energy

$$E_-=\frac{\Delta}{2}-\frac12\sqrt{\Delta^2+4t^2}.$$

The ionic weight is the derivative of $E_-$ with respect to $\Delta$, because $\Delta$ multiplies the projector on the ionic state:

$$w=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4t^2}}\right).$$

When $\Delta>0$ and $t\ll\Delta$, the fraction is approximately $1-2t^2/\Delta^2$, and

$$w\simeq\frac{t^2}{\Delta^2}.$$

The coupling requires overlap between the fragments and falls off with it, while $\Delta$ tends to the constant $I-A_e$. The charge therefore fades in this model, in agreement with the general argument.

For $I=A_e$, $\Delta=-1/R$. The ion pair is then lower at every large finite distance, although the energy difference vanishes in the limit.

These statements concern the adiabatic ground state. A pair that separates quickly through a weakly coupled crossing may stay on the ionic curve. That is a question of dynamics, which the criterion does not address.

The stretched adduct tends to its lowest-energy channel, which is neutral and closed-shell if $I>A_e$, no other electron transfer is favourable and both neutral fragments have closed-shell singlet ground states; an ion pair may still be lower at finite distance. It remains to test the criterion in a two-electron model, apply it to H$_3$N–AlH$_3$, and see what it means for one-determinant calculations and for real surroundings.
